# Order α⁴ levels of two spin-1/2 particles of arbitrary masses: test program

```python
"""Order alpha^4 levels of two point spin-1/2 particles, charges -e and +e.

Result under test (hbar = c = 1, annihilation left out):
  E4/(mu alpha^4) = (3-eta)/(8 n^4) - 1/(n^3 (2l+1)) + [l=0]/(2 n^3) + eps/n^3
mu = reduced mass, M = m1+m2, eta = mu/M, d = (m2-m1)/M, q = m1/m2.
  l=0: eps = -2 eta (J=0), 2 eta/3 (J=1)
  l>0, k = 1/(l(l+1/2)(l+1)):
    J=l+1: eps =  k l/4 (1 + 4 eta (l+1)/(2l+3))
    J=l-1: eps = -k (l+1)/4 (1 + 4 eta l/(2l-1))
    J=l:   eps =  k/8 (-1 +- sqrt(1 + 4 d^2 l(l+1)))
The Breit-Pauli operator is diagonalized in the full degenerate n-manifold.
Lengths are in units 1/(mu alpha), energies in mu alpha^4 unless labelled.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial
from scipy.special import lpmv
from scipy import constants as sc
import mpmath as mp

LAG_X, LAG_W = np.polynomial.laguerre.laggauss(20)


def radial_polynomial(n, l):
    """Polynomial P with R_nl(r) = P(r) exp(-r/n), normalized by quadrature."""
    c = [0.0] * l + [(-1)**k * comb(n + l, n - l - 1 - k) / factorial(k)
                     * (2 / n)**k for k in range(n - l)]
    P = Polynomial(c)
    r = n * LAG_X / 2
    return P / sqrt(np.sum(LAG_W * n / 2 * P(r)**2 * r**2))


def cross_mean(n, l1, l2, power):
    """Integral of R_nl1 R_nl2 r^(2-power) dr."""
    r = n * LAG_X / 2
    f = radial_polynomial(n, l1)(r) * radial_polynomial(n, l2)(r)
    return np.sum(LAG_W * n / 2 * f * r**(2.0 - power))


def radial_means(n, l):
    """Means taken from the definitions of the operators."""
    P = radial_polynomial(n, l)
    P1 = P.deriv() - P / n
    P2 = P1.deriv() - P1 / n
    r = n * LAG_X / 2
    w = LAG_W * n / 2
    R, R1, R2 = P(r), P1(r), P2(r)
    lap = R2 + 2 * R1 / r - l * (l + 1) * R / r**2
    return {
        "p4": np.sum(w * lap**2 * r**2),
        "orbit": -np.sum(w * R * r * (lap + R2)),
        "orbit_gradient": np.sum(w * r * (2 * R1**2
                                          + l * (l + 1) * R**2 / r**2)),
        "delta": P(0.0)**2 / (4 * pi),
        "inv1": cross_mean(n, l, l, 1),
        "inv2": cross_mean(n, l, l, 2),
        "inv3": cross_mean(n, l, l, 3) if l > 0 else 0.0}


def mass_fractions(q):
    """mu/m1 and mu/m2 for q = m1/m2."""
    return 1 / (1 + q), q / (1 + q)


def scalar_parts(n, l, q):
    """Kinetic, Darwin and orbit-orbit energies from the radial means."""
    x1, x2 = mass_fractions(q)
    v = radial_means(n, l)
    return (-(x1**3 + x2**3) / 8 * v["p4"],
            pi / 2 * (x1**2 + x2**2) * v["delta"],
            -x1 * x2 / 2 * v["orbit"])


PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
S1 = [np.kron(s / 2, np.eye(2)) for s in PAULI]
S2 = [np.kron(np.eye(2), s / 2) for s in PAULI]
SPIN_SQUARED = sum((a + b) @ (a + b) for a, b in zip(S1, S2))


def angular_matrices(basis):
    """L_i from ladder rules, unit-vector products by angular quadrature."""
    size = len(basis)
    lz = np.diag([float(m) for l, m in basis]).astype(complex)
    lplus = np.zeros((size, size), complex)
    for b, (l, m) in enumerate(basis):
        if m < l:
            lplus[basis.index((l, m + 1)), b] = sqrt(l*(l+1) - m*(m+1))
    lminus = lplus.conj().T
    L = [(lplus + lminus) / 2, (lplus - lminus) / 2j, lz]
    z, wz = np.polynomial.legendre.leggauss(12)
    phi = 2 * pi * np.arange(16) / 16
    Z, F = [g.ravel() for g in np.meshgrid(z, phi, indexing="ij")]
    W = np.repeat(wz, 16) * 2 * pi / 16
    Y = []
    for l, m in basis:
        a = abs(m)
        norm = sqrt((2*l+1) / (4*pi) * factorial(l-a) / factorial(l+a))
        y = norm * lpmv(a, l, Z) * np.exp(1j * a * F)
        Y.append(y if m >= 0 else (-1)**a * y.conj())
    Y = np.array(Y)
    rho = np.sqrt(1 - Z**2)
    u = [rho * np.cos(F), rho * np.sin(F), Z]
    Q = [[(Y.conj() * (W * u[i] * u[j])) @ Y.T for j in range(3)]
         for i in range(3)]
    return L, Q


def breit_pauli_matrix(n, q):
    """Complete Breit-Pauli matrix in the 4 n^2 degenerate states."""
    x1, x2 = mass_fractions(q)
    basis = [(l, m) for l in range(n) for m in range(-l, l + 1)]
    L, Q = angular_matrices(basis)
    size = len(basis)
    means = [radial_means(n, l) for l in range(n)]
    scalar = np.diag([sum(scalar_parts(n, l, q)) for l, m in basis])
    delta = np.diag([means[l]["delta"] for l, m in basis])
    inv3 = np.diag([means[l]["inv3"] for l, m in basis])
    # the angular mean of the tensor vanishes between two S states
    table = np.array([[0.0 if a == b == 0 else cross_mean(n, a, b, 3)
                       for b in range(n)] for a in range(n)])
    G = np.array([[table[a[0], b[0]] for b in basis] for a in basis])
    H = np.kron(scalar, np.eye(4)).astype(complex)
    for i in range(3):
        H += np.kron(inv3 @ L[i], (x1**2 / 2 + x1 * x2) * S1[i]
                     + (x2**2 / 2 + x1 * x2) * S2[i])
        H += 8 * pi / 3 * x1 * x2 * np.kron(delta, S1[i] @ S2[i])
        for j in range(3):
            ang = 3 * Q[i][j] - (i == j) * np.eye(size)
            H += x1 * x2 * np.kron(G * ang, S1[i] @ S2[j])
    return H


def formula_levels(n, q):
    """Derived closed form; keys are (l, J, branch)."""
    x1, x2 = mass_fractions(q)
    eta, d2 = x1 * x2, (x1 - x2)**2
    out = {}
    for l in range(n):
        base = (3 - eta) / (8 * n**4) - 1 / (n**3 * (2*l + 1))
        if l == 0:
            base += 1 / (2 * n**3)
            out[0, 0, ""] = base - 2 * eta / n**3
            out[0, 1, ""] = base + 2 * eta / (3 * n**3)
            continue
        k = 1 / (n**3 * l * (l + 0.5) * (l + 1))
        s = sqrt(1 + 4 * d2 * l * (l + 1))
        out[l, l-1, ""] = base - k*(l+1)/4 * (1 + 4*eta*l/(2*l-1))
        out[l, l, "-"] = base + k / 8 * (-1 - s)
        out[l, l, "+"] = base + k / 8 * (-1 + s)
        out[l, l+1, ""] = base + k*l/4 * (1 + 4*eta*(l+1)/(2*l+3))
    return out


# Radial means: definitions against closed forms
for n in range(1, 6):
    for l in range(n):
        v = radial_means(n, l)
        s_state = float(l == 0)
        expected = {
            "inv1": 1 / n**2,
            "inv2": 1 / (n**3 * (l + 0.5)),
            "delta": s_state / (pi * n**3),
            "p4": 8 / (n**3 * (2*l + 1)) - 3 / n**4,
            "orbit": 6 / (n**3 * (2*l+1)) - 2 / n**4 - 2 * s_state / n**3}
        if l > 0:
            expected["inv3"] = 1 / (n**3 * l * (l + 0.5) * (l + 1))
        for name, value in expected.items():
            assert abs(v[name] - value) < 1e-10, (n, l, name)
        assert abs(v["orbit"] - v["orbit_gradient"]) < 1e-10

# Coupling of l and l+2 at equal n vanishes for r^-3 but not for r^-4
largest_r3 = max(abs(cross_mean(n, l, l + 2, 3))
                 for n in range(3, 6) for l in range(n - 2))
control_r4 = cross_mean(3, 0, 2, 4)
assert largest_r3 < 1e-11 and abs(control_r4) > 1e-4

# Every eigenvalue with its multiplicity, for light and heavy partners
q_mu = sc.value("electron-muon mass ratio")
largest_error = 0.0
for n in range(1, 5):
    for q in (1.0, 4.0, 1 / 3, q_mu, 0.0):
        numeric = np.linalg.eigvalsh(breit_pauli_matrix(n, q))
        closed = np.sort([e for (l, J, b), e in formula_levels(n, q).items()
                          for _ in range(2 * J + 1)])
        assert len(numeric) == len(closed) == 4 * n**2
        largest_error = max(largest_error, np.max(np.abs(numeric - closed)))
assert largest_error < 1e-10

# Infinite partner mass: alpha^4 coefficient of the exact Dirac energy
mp.mp.dps = 50
a = mp.mpf("1e-4")
for n in range(1, 5):
    for (l, J, branch), value in formula_levels(n, 0.0).items():
        upper = l == 0 or J == l + 1 or branch == "+"
        kappa = l + 1 if upper else l          # j + 1/2
        g = mp.sqrt(kappa**2 - a**2)
        dirac = 1 / mp.sqrt(1 + (a / (n - kappa + g))**2)
        coefficient = (dirac - 1 + a**2 / (2 * n**2)) / a**4
        assert abs(float(coefficient) - value) < 1e-7   # next order is a^2


# Total spin is conserved only for equal masses
def spin_commutator(q):
    H = breit_pauli_matrix(2, q)
    T = np.kron(np.eye(4), SPIN_SQUARED)
    return np.max(np.abs(H @ T - T @ H))


assert spin_commutator(1.0) < 1e-12 and spin_commutator(0.5) > 1e-3


def singlet_weight_formula(l, q):
    x1, x2 = mass_fractions(q)
    return 0.5 * (1 + 1 / sqrt(1 + 4 * (x1 - x2)**2 * l * (l + 1)))


for q in (1 / 3, q_mu):
    values, vectors = np.linalg.eigh(breit_pauli_matrix(2, q))
    chosen = np.abs(values - formula_levels(2, q)[1, 1, "+"]) < 1e-9
    assert chosen.sum() == 3
    projector = np.kron(np.eye(4), np.eye(4) - SPIN_SQUARED / 2)
    for vec in vectors[:, chosen].T:
        weight = np.real(vec.conj() @ projector @ vec)
        assert abs(weight - singlet_weight_formula(1, q)) < 1e-8

# Worked example
alpha = sc.fine_structure
electron_MHz = sc.m_e * sc.c**2 / sc.h / 1e6


def unit_MHz(q):
    return electron_MHz * alpha**4 / (1 + q)


def name(n, key):
    l, J, branch = key
    return f"{n}{'SPDF'[l]} J={J}{branch}"


print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"m_e c^2 alpha^4/h = {unit_MHz(0.0):.3f} MHz")
print(f"largest |matrix - formula| = {largest_error:.1e} mu alpha^4")
print(f"largest |<n l|r^-3|n l+2>|, n=3-5 = {largest_r3:.1e} (mu alpha)^3")
print(f"control <3s|r^-4|3d> = {control_r4:.6f} (mu alpha)^4")
print("n=2 coefficients, unit mu alpha^4")
keys = list(formula_levels(2, 1.0))
print("m2/m1    " + " ".join(f"{name(2, k):>9}" for k in keys))
for q in (1.0, 0.5, 0.1, 0.01, q_mu, 0.0):
    ratio = "infinite" if q == 0 else f"{1 / q:.3f}"
    row = formula_levels(2, q)
    print(f"{ratio:<9}" + " ".join(f"{row[k]:9.6f}" for k in keys))

for label, q in (("muonium", q_mu), ("positronium, no annihilation", 1.0)):
    x1, x2 = mass_fractions(q)
    unit = unit_MHz(q)
    print(f"{label}: m2/m1 = {1/q:.6f}, eta = {x1*x2:.8f}")
    print(f"  d = {x1-x2:.8f}, mu alpha^4 = {unit:.3f} MHz")
    for n, l in ((1, 0), (2, 1)):
        kin, dar, orb = [unit * e for e in scalar_parts(n, l, q)]
        print(f"  {n}{'SP'[l]} kinetic {kin:.3f}, Darwin {dar:.3f}, "
              f"orbit-orbit {orb:.3f} MHz")
    for n in (1, 2):
        for key, value in formula_levels(n, q).items():
            print(f"  E4({name(n, key)}) = {unit * value:.3f} MHz")
    ground = formula_levels(1, q)
    split = unit * (ground[0, 1, ""] - ground[0, 0, ""])
    print(f"  1S splitting J=1 minus J=0 = {split:.3f} MHz")
    coupling = unit * (x1 - x2) * sqrt(2) / 4 / 24
    print(f"  2P J=1 singlet-triplet coupling = {coupling:.3f} MHz")
    print(f"  triplet minus singlet diagonal = {-unit / 96:.3f} MHz")
    print(f"  singlet weight of 2P J=1+ = {singlet_weight_formula(1, q):.6f}")

print("checks complete")
```

It prints:

```
fine-structure constant alpha = 0.007297353
m_e c^2 alpha^4/h = 350377.081 MHz
largest |matrix - formula| = 2.3e-14 mu alpha^4
largest |<n l|r^-3|n l+2>|, n=3-5 = 1.6e-17 (mu alpha)^3
control <3s|r^-4|3d> = 0.001735 (mu alpha)^4
n=2 coefficients, unit mu alpha^4
m2/m1       2S J=0    2S J=1    2P J=0   2P J=1-   2P J=1+    2P J=2
1.000    -0.103516 -0.020182 -0.061849 -0.030599 -0.020182 -0.005599
2.000    -0.096354 -0.022280 -0.059317 -0.032332 -0.018015 -0.005845
10.000   -0.060369 -0.032821 -0.046595 -0.037213 -0.010953 -0.007081
100.000  -0.041590 -0.038322 -0.039956 -0.038864 -0.008164 -0.007726
206.768  -0.040297 -0.038701 -0.039499 -0.038966 -0.007984 -0.007770
infinite -0.039062 -0.039062 -0.039062 -0.039062 -0.007812 -0.007812
muonium: m2/m1 = 206.768283, eta = 0.00478989
  d = 0.99037389, mu alpha^4 = 348690.697 MHz
  1S kinetic -214800.080, Darwin 172675.159, orbit-orbit -1670.190 MHz
  2P kinetic -6265.002, Darwin 0.000, orbit-orbit -104.387 MHz
  E4(1S J=0) = -47135.490 MHz
  E4(1S J=1) = -42681.651 MHz
  E4(2S J=0) = -14051.326 MHz
  E4(2S J=1) = -13494.596 MHz
  E4(2P J=0) = -13772.961 MHz
  E4(2P J=1-) = -13587.185 MHz
  E4(2P J=1+) = -2783.788 MHz
  E4(2P J=2) = -2709.358 MHz
  1S splitting J=1 minus J=0 = 4453.839 MHz
  2P J=1 singlet-triplet coupling = 5087.253 MHz
  triplet minus singlet diagonal = -3632.195 MHz
  singlet weight of 2P J=1+ = 0.668104
positronium, no annihilation: m2/m1 = 1.000000, eta = 0.25000000
  d = 0.00000000, mu alpha^4 = 175188.540 MHz
  1S kinetic -27373.209, Darwin 43797.135, orbit-orbit -43797.135 MHz
  2P kinetic -798.385, Darwin 0.000, orbit-orbit -2737.321 MHz
  E4(1S J=0) = -114967.480 MHz
  E4(1S J=1) = 1824.881 MHz
  E4(2S J=0) = -18134.751 MHz
  E4(2S J=1) = -3535.706 MHz
  E4(2P J=0) = -10835.229 MHz
  E4(2P J=1-) = -5360.587 MHz
  E4(2P J=1+) = -3535.706 MHz
  E4(2P J=2) = -980.873 MHz
  1S splitting J=1 minus J=0 = 116792.360 MHz
  2P J=1 singlet-triplet coupling = 0.000 MHz
  triplet minus singlet diagonal = -1824.881 MHz
  singlet weight of 2P J=1+ = 1.000000
checks complete
```
